\section*{What finite bandwidth does to grating images in Talbot lithography}

\section{The argument under review}

The manuscript considers a transmission grating of period $p$ held at a gap $z$ above a resist and lit at normal incidence. It argues as follows. A grating is imaged without a lens because its diffraction orders return to their initial relative phases at multiples of the Talbot length, $2p^2/\lambda$ in the paraxial limit. This length depends on the wavelength $\lambda$. In a source of finite bandwidth each colour has its own set of image planes, and far from the mask these planes are spread through a whole Talbot cycle. The manuscript concludes that all fringes cancel and that the resist receives a uniform dose.

The example offered is an extreme-ultraviolet exposure with $\lambda=13.5$ nm, a full width at half maximum $\Delta\lambda=0.54$ nm (4\%), $p=200$ nm, slits of width $w=80$ nm and $z=200\,\mu$m. The Talbot length is then
\begin{equation}
\frac{2p^2}{\lambda}=\frac{2(200\ \mathrm{nm})^2}{13.5\ \mathrm{nm}}=5.93\ \mu\mathrm{m},
\end{equation}
so the resist lies more than thirty Talbot lengths away. The premises are sound: the image planes of the different colours do overlap there. The question is whether the conclusion follows, that is, whether every interference term depends on wavelength.

\section{Which interference terms depend on wavelength}

I use a scalar field, a thin mask, unit incident intensity and a dose proportional to $|E|^2$. With $G=2\pi/p$ the mask transmission is
\begin{equation}
t(x)=\sum_n c_n e^{inGx},
\end{equation}
and the $c_n$ are taken as constant across the spectrum. Each order continues as a plane wave. Its transverse wavenumber is $nG$, and the wave equation fixes the longitudinal one:
\begin{equation}
E(x,z)=\sum_n c_n e^{inGx+ik_nz},\qquad
k_n=\sqrt{k^2-n^2G^2},\qquad k=\frac{2\pi}{\lambda}.
\end{equation}
The order leaves at the angle $\theta_n$ given by $\sin\theta_n=nG/k=n\lambda/p$, so $k_n=k\cos\theta_n$. Orders with $|n|\lambda>p$ are evanescent and do not reach the resist.

Different colours do not interfere in a long exposure. Their intensities add with the normalized spectral weight, denoted by angle brackets:
\begin{equation}
I(x,z)=\sum_{n,m}c_nc_m^*\,M_{nm}(z)\,e^{i(n-m)Gx},\qquad
M_{nm}(z)=\left\langle e^{i(k_n-k_m)z}\right\rangle .
\label{eq:I}
\end{equation}
The manuscript sets $M_{nm}=0$ for all $n\neq m$. But $k_n$ contains $n^2$, so $k_n=k_{-n}$ at every wavelength. The two beams $+n$ and $-n$ travel equal paths, and therefore
\begin{equation}
M_{n,-n}=1
\end{equation}
for every propagating pair, at any gap and with any spectrum. This is the term the argument loses.

To see how fast the other terms vanish, differentiate $k_n^2=k^2-n^2G^2$ with respect to $\lambda$ at fixed $n$:
\begin{equation}
2k_n\frac{dk_n}{d\lambda}=2k\frac{dk}{d\lambda}
\quad\Rightarrow\quad
\frac{dk_n}{d\lambda}=\frac{k}{k_n}\left(-\frac{2\pi}{\lambda^2}\right)
=-\frac{2\pi}{\lambda^2\cos\theta_n}.
\end{equation}
The phase $(k_n-k_m)z$ thus changes with wavelength at the rate $D_{nm}z$ in magnitude, where
\begin{equation}
D_{nm}=\frac{2\pi}{\lambda^2}\left|\frac1{\cos\theta_n}-\frac1{\cos\theta_m}\right|
\simeq\frac{\pi|n^2-m^2|}{p^2}.
\label{eq:D}
\end{equation}
The last form uses $1/\cos\theta_n\simeq1+n^2\lambda^2/(2p^2)$ for small angles. For a Gaussian spectrum of rms width $\sigma$, with the phase expanded to first order about the central wavelength, the average is the Fourier transform of a Gaussian:
\begin{equation}
|M_{nm}|\simeq\exp\left[-\tfrac12(D_{nm}\sigma z)^2\right],\qquad |n|\neq|m|.
\label{eq:decay}
\end{equation}
More generally, the rate is nonzero whenever $|n|\neq|m|$, so any continuous spectrum sends these terms to zero as $z$ grows. What remains in Eq.~(\ref{eq:I}) is $m=n$ and $m=-n$:
\begin{equation}
I_\infty(x)=\sum_n|c_n|^2+\sum_{n\neq0}c_nc_{-n}^*e^{2inGx}.
\label{eq:Iinf}
\end{equation}
The gap has dropped out, and the lowest harmonic is $2G$. The self-images of period $p$ are destroyed, as the manuscript says, but a pattern of period $p/2$ survives.

The conclusion of uniform dose does hold for a special class of masks. If for each $n\ge1$ at least one of $c_n$ and $c_{-n}$ is zero, as for a mask that diffracts to one side only, the second sum in Eq.~(\ref{eq:Iinf}) vanishes. A symmetric slit grating is not in that class.

\section{How far is far enough}

The slowest beat is that between order 0 and orders $\pm1$. Setting Eq.~(\ref{eq:decay}) equal to 0.01, with the paraxial $D_{01}=\pi/p^2$, gives
\begin{equation}
z_{1\%}=\frac{\sqrt{2\ln100}\;p^2}{\pi\sigma}
=\frac{3.035\,(200\ \mathrm{nm})^2}{\pi(0.2293\ \mathrm{nm})}=168.5\ \mu\mathrm{m},
\end{equation}
where $\sigma=\Delta\lambda/(2\sqrt{2\ln2})=0.2293$ nm.

A second spectrum gives a simple scale for the gap. Let the spectrum be flat over a full width $\Delta\lambda$. In the paraxial limit
\begin{equation}
|M_{nm}|=\left|\frac{\sin u}{u}\right|,\qquad
u=\frac{D_{nm}\Delta\lambda\,z}{2}=\frac{\pi|n^2-m^2|\Delta\lambda\,z}{2p^2}.
\end{equation}
At the achromatic gap
\begin{equation}
z_A=\frac{2p^2}{\Delta\lambda}=148\ \mu\mathrm{m}
\end{equation}
one has $u=\pi|n^2-m^2|$, an integer multiple of $\pi$, so all the unwanted beats vanish together. The spectrum then covers one whole Talbot cycle, and averaging over colour does what moving the resist through one Talbot length would do with a single colour. For a flat spectrum, however, $z_A$ is not a threshold beyond which the image stays fixed. The 0--1 beat returns to 0.217 at $1.43\,z_A$ and dies only as $1/z$. The smooth edges of a Gaussian remove these sidelobes.

The same gap has a meaning in time. At fixed transverse wavenumber, order $n$ takes a time $z/(c\cos\theta_n)$ to cross the gap, where $c$ is the speed of light. Order 1 therefore lags order 0 by the length $z(1/\cos\theta_1-1)\simeq z\lambda^2/(2p^2)$. At $z=z_A$ this equals $\lambda^2/\Delta\lambda$, the coherence length, here 338 nm. At the working gap the lag is 457 nm. Orders $+1$ and $-1$ have no relative lag.

Continuity of the spectrum matters. If the source emits separate lines spaced by $\delta\lambda$, the 0--1 phase steps by $\pi\,\delta\lambda\,z/p^2$ from line to line. At $z=2p^2/\delta\lambda$ the step is $2\pi$ and the self-images return, fully in the paraxial limit but with weakened fine detail when the higher orders leave at larger angles. For five equal lines 0.1 nm apart the beat factor is 0.0045 at $320\,\mu$m but 0.9995 at $800\,\mu$m.

\section{The image of a slit grating}

Equation~(\ref{eq:Iinf}) can be summed in real space. Consider the product of the mask with its own mirror image about the point $x$, averaged over one period of $s$:
\begin{align}
C(x)&=\frac1p\int_0^p t(x+s)\,t^*(x-s)\,ds\nonumber\\
&=\sum_{n,m}c_nc_m^*e^{i(n-m)Gx}\,\frac1p\int_0^pe^{i(n+m)Gs}ds
=\sum_nc_nc_{-n}^*e^{2inGx}.
\end{align}
The integral over $s$ selects $m=-n$. This sum contains the term $n=0$, which Eq.~(\ref{eq:Iinf}) excludes from its second sum. Subtracting it, and using $\sum_n|c_n|^2=\overline{|t|^2}$, the mean of $|t|^2$ over a period, gives
\begin{equation}
I_\infty(x)=\overline{|t|^2}-|c_0|^2+C(x).
\label{eq:mirror}
\end{equation}
This form includes all orders, so it applies when $p\gg\lambda$.

Now let $t=1$ in slits of width $w=fp$ and $t=0$ elsewhere, with $f\le1/2$ and $x=0$ at a slit centre. Then $\overline{|t|^2}=f$ and $c_0=f$. The factor $t(x+s)$ is open for $s$ within $w/2$ of $-x$, and $t(x-s)$ for $s$ within $w/2$ of $x$, both modulo $p$. The centres of these two intervals are separated by $2d$, where $d$ is the distance from $x$ to the nearest multiple of $p/2$. The overlap is $w-2d$ if positive. The intervals cannot also meet the other way round the period, since that separation is $p-2d\ge p/2\ge w$. Hence
\begin{equation}
I_\infty(x)=f-f^2+\max\left(0,\;f-\frac{2d}{p}\right).
\label{eq:tri}
\end{equation}
The image is a row of triangular lines on a uniform background. Half height is reached at $d=w/4$, so the full width there is $w/2$. There is one line under each slit centre and an equal one under the centre of each opaque bar. The contrast is
\begin{equation}
V=\frac{I_{\max}-I_{\min}}{I_{\max}+I_{\min}}
=\frac{(2f-f^2)-(f-f^2)}{(2f-f^2)+(f-f^2)}=\frac1{3-2f}.
\end{equation}
It rises from $1/3$ for very narrow slits to $1/2$ at $f=1/2$. Narrower slits give narrower lines but less contrast.

The background comes partly from order 0, which has no partner. A phase mask can remove it. Take $t=2a-1$, where $a$ is the slit function with $f=1/2$, so that $t=\pm1$ and $c_0=0$. Expanding the product gives
\begin{equation}
C(x)=4C_a(x)-2\bar a-2\bar a+1=4C_a(x)-1,\qquad
C_a=\frac12-\frac{2d}{p},
\end{equation}
with mean $\bar a=1/2$ and $d\le p/4$. Equation~(\ref{eq:mirror}) becomes $I_\infty=1+C=2-8d/p$, which falls to zero between the lines: the contrast is 1. This ideal needs a lossless half-wave step, which absorption prevents at 13.5 nm.

\section{The manuscript's own numbers}

With $f=80/200=0.40$ the coefficients are $c_n=\sin(\pi nf)/(\pi n)$, so $c_0=0.400$ and $c_1=0.303$. In Eq.~(\ref{eq:I}) the beat of order 0 with orders $\pm1$ contributes $4c_0c_1|M_{01}|\cos\phi\cos Gx$, where $\phi$ is the beat phase. As the gap passes through one Talbot length, the dose under a slit centre swings by about $8c_0c_1|M_{01}|$ once the faster beats have died.

Averaging over the Gaussian spectrum with the full $k_n$ gives $|M_{01}|=0.984$, 0.665, 0.0254 and 0.0015 at gaps of 10, 50, 150 and $200\,\mu$m. Equation~(\ref{eq:decay}) with the exact $D_{01}$ of Eq.~(\ref{eq:D}) reproduces all four to the digits given; the paraxial $D_{01}$ gives 0.667 and 0.0260 for the middle two. The dose swings, in units of the incident intensity, are about 1.3, 0.67 and 0.025 around the first three gaps. The estimate at $150\,\mu$m is $8(0.400)(0.303)(0.0254)=0.025$. Near the mask the dose thus depends strongly on the gap: at $10\,\mu$m a displacement within one Talbot length changes the dose by more than the incident intensity.

At $200\,\mu$m the dose is 0.627 under the slit centres and 0.626 under the bar centres, with a minimum of 0.232 between them. The lines repeat every 100 nm and are 40.8 nm wide at half height, against 40 nm from Eq.~(\ref{eq:tri}). The contrast is 0.459, against $1/(3-0.8)=0.455$. At eleven further gaps up to $300\,\mu$m, with the incidence held normal, the dose differs from that at $200\,\mu$m by less than 0.0004 at any point of the pattern. Between these gaps the difference can be about twice as large, since the remaining 0--1 beat has an amplitude $4c_0c_1|M_{01}|\simeq0.0007$ at $200\,\mu$m.

The small excess in contrast comes from the finite number of orders. Since $p/\lambda=14.8$, orders above 14 are evanescent at the central wavelength. For real symmetric $c_n$ the light missing from Eq.~(\ref{eq:tri}) is $\sum_{n>14}2c_n^2(1+\cos2nGx)$, which is nowhere negative. It lowers the maximum from 0.640 to 0.627 and the minimum from 0.240 to 0.232. The minimum loses the larger fraction, so the contrast rises.

\section{Where the fixed image fails}

The fixed image has an outer limit as well as an inner one. Tilt the illumination by a small angle $\alpha$ in the plane of diffraction, that is, across the slits. The transverse wavenumbers become $k\sin\alpha\pm nG$, and to first order in $\alpha$
\begin{equation}
k_{\pm n}=\sqrt{k^2-(k\sin\alpha\pm nG)^2}
\simeq k\cos\theta_n\mp\frac{nG\sin\alpha}{\cos\theta_n}.
\end{equation}
The pair acquires the phase $-2nGz\sin\alpha/\cos\theta_n$, which moves its fringes sideways by $z\sin\alpha/\cos\theta_n$. For small $\theta_n$ this hardly depends on wavelength, so a slight tilt moves the pattern without erasing it. For $\alpha=0.3$ mrad the shift of the first-order pair at $200\,\mu$m is 60 nm; higher pairs move somewhat further (61 nm for $n=3$, 66 nm for $n=6$), which slightly distorts the line shape. The shift is proportional to $z$: the position of the lines is independent of the gap only if the incidence has no tilt across the slits. A tilt along the slits keeps $k_n=k_{-n}$ and does not move the lines across the pattern.

A source with an rms angular spread $\sigma_\alpha$ superposes such shifted patterns. A Gaussian average multiplies harmonic $2n$ by
\begin{equation}
\exp\left[-\frac12\left(\frac{2nGz\sigma_\alpha}{\cos\theta_n}\right)^2\right].
\end{equation}
To keep the fundamental one needs roughly $z<p/(4\pi\sigma_\alpha)$, while removing the gap dependence needs $z\gtrsim2p^2/\Delta\lambda$. Both can be met if $\sigma_\alpha$ is well below $\Delta\lambda/(8\pi p)$. For $\sigma_\alpha=0.02$ mrad at $200\,\mu$m the factor for $n=1$ is 0.969.

The mask must also be wide enough for paired beams to meet. Each beam of order $\pm n$ walks sideways by $z\tan\theta_n$, so on a mask of width $W$ they overlap over $W-2z\tan\theta_n$. For $W=1000\,\mu$m this is $973\,\mu$m for $n=1$ and $857\,\mu$m for $n=5$. Outside the common region the edges of the field lose the higher harmonics first.

\section{Relation to a real exposure}

The parameters are rough values meant to resemble synchrotron exposure at 13.5 nm through a membrane mask; finer patterns need smaller periods. The least secure assumption is a thin, perfectly black absorber. Suppose it passes 1\% of the intensity, an amplitude $\tau$ of magnitude 0.1. Then $c_0=f+\tau(1-f)$, while the other orders are multiplied by $1-\tau$. The model contrast becomes 0.37 if the leaked light is in phase with the slit light and 0.54 if it is in antiphase. Other phases lie between, because both changes are monotonic in the cosine of the phase. Treating the absorber instead as a stack of about twenty thin black screens spread over 70 nm gives 0.43 and cuts the transmitted power by 9\%; these values drift with the number of screens, to 0.42 and 8\% for several hundred. With the electric field in the plane of diffraction, the fields of a pair enclose an angle $2\theta_n$, their interference term is multiplied by $\cos2\theta_n$, and the contrast is 0.45. The angular spread above gives 0.44, and adding an rms resist blur of 5 nm gives 0.42. Apart from that last pair, each effect was applied alone. None makes the dose uniform, but a 1\% leak already moves the contrast by up to nearly a fifth of its value. Common absorbers such as gold, chromium or tantalum nitride pass several percent at 70 nm thickness, and for $|\tau|=0.25$ the model contrast ranges from 0.24 to 0.64 with phase, so the absorber's phase and transmission should be known before a dose is chosen. A source spectrum with structure would also require its own $M_{01}(z)$ in place of the Gaussian one.

\section{Recommendation}

The manuscript should replace its claim of uniform dose by Eq.~(\ref{eq:Iinf}) and state the conditions: paired orders, a continuous spectrum, a gap beyond the decay of the 0--1 beat, and an angular spread and mask width that preserve the pairs. Its calculation of how the Talbot planes spread with wavelength can stand, since it gives the correct scale for that gap. The computed values quoted here are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
wavelength 13.5 nm, bandwidth FWHM 0.54 nm, rms 0.2293 nm
mask period 200 nm, slit 80 nm, open fraction 0.40
highest propagating order 14
amplitudes c0 0.4000, c1 0.3027, c2 0.0935
paraxial Talbot length 5.926 um
achromatic gap 2p^2/bandwidth 148.1 um
gap for 1% beat (Gaussian) 168.5 um, beat there 0.00969
coherence length 337.5 nm
delay of order 1 at working gap 457.2 nm
0-1 beat factor at 10 um: 0.98380, formula 0.98380
0-1 beat factor at 50 um: 0.66481, formula 0.66481
0-1 beat factor at 150 um: 0.02537, formula 0.02537
0-1 beat factor at 200 um: 0.00146, formula 0.00146
dose swing under slit near 10 um: 1.2759
dose swing under slit near 50 um: 0.6667
dose swing under slit near 150 um: 0.0252
top-hat beat at achromatic gap 0.0034, at 1.43 times it 0.2172
five lines 0.1 nm apart: beat 0.9995 at 800 um, 0.0045 at 320 um
working gap 200 um; image period 100 nm
dose under slit centre 0.6267, bar centre 0.6263
dose maximum 0.6267, minimum 0.2323
triangle formula: maximum 0.6400, minimum 0.2400
contrast 0.4592, formula 0.4545
line width at half height 40.8 nm, formula 40.0 nm
largest dose change from 200 to 300 um: 0.00034
tilt 0.3 mrad: image shift 60.14 nm, formula 60.14 nm
angular spread 0.02 mrad rms: second harmonic factor 0.9688, formula 0.9688
contrast with angular spread 0.4406
contrast with spread and 5 nm resist blur 0.4222
contrast for TM polarization 0.4499
absorber leak 1%: contrast in phase 0.3715, opposite phase 0.5401
black absorber 70 nm thick: contrast 0.4269, relative throughput 0.9140
first-order walk 13.53 um, formula 13.53 um
overlap of orders +-1 for a 1000 um mask: 972.9 um
overlap of orders +-5 for a 1000 um mask: 856.6 um
\end{verbatim}
